# Shear strain and the transverse masses of silicon's conduction valleys

Pull silicon along [110] with a stress of 1.5 GPa and the crystal's tensor shear strain $\varepsilon_{xy}$ is 0.47 %. For the conduction valleys on the [001] axis, the two-band model derived below gives a mass along [110] that falls from 0.190 to 0.157 free masses, and a mass along $[1\bar10]$ that rises to 0.241. These are changes of −18 % and +27 %, about 40 and 60 times the strain, while the shear moves the valley's energy by less than 9 meV. The reason lies at the zone boundary point X, where two conduction bands meet.

Let $g=2\pi/a$, with $a$ the cubic lattice constant, and measure the wave vector $\mathbf k$ from $X=(0,0,g)$. The valley minimum is at distance $k_0\approx0.15\,g$ from X, so the states at X are the natural starting point. Spin-orbit coupling is neglected. The simplest description uses the six plane waves of lowest kinetic energy at X. In units of $g$ their wave vectors are

$$
u,d=(0,0,\pm1),\qquad a,a'=\pm(1,1,0),\qquad b,b'=\pm(1,-1,0).
$$

With $T=\hbar^2g^2/2m$, the first two have kinetic energy $T$ and the other four $2T$.

Put the origin at the centre of a bond, so that the two atoms of the cell sit at $\pm(a/8)(1,1,1)$. Two waves that differ by $g(h,k,l)$ are then coupled by $V_{h^2+k^2+l^2}\cos[\pi(h+k+l)/4]$, where $V_n$ is a form factor of the atomic potential. Differences of type (200) give zero here. The other couplings are diagonalized in pairs by the combinations

$$
A_\pm=\frac{a\pm a'}{\sqrt2},\quad B_\pm=\frac{b\pm b'}{\sqrt2},\quad p=\frac{u+d}{\sqrt2},\quad n=\frac{u-d}{\sqrt2}.
$$

The cosine is $-1$ between $a$ and $a'$ and $+1$ between $b$ and $b'$. Hence $A_-$ and $B_+$ have energy $2T+V_8$, while $A_+$ and $B_-$ have $E_v=2T-V_8$ and couple to nothing else. The waves $u,d$ couple to the other four with strength $\pm V_3/\sqrt2$, and adding the signs leaves two identical problems, one for $(n,A_-)$ and one for $(p,B_+)$:

$$
\begin{pmatrix}T&\sqrt2V_3\\ \sqrt2V_3&2T+V_8\end{pmatrix},\qquad
E_c=\frac{3T+V_8}{2}+\frac12\sqrt{(T+V_8)^2+8V_3^2}.
$$

The upper solutions are the two degenerate conduction states, called A and B. A contains $A_-$ with weight

$$
w=\frac12\left[1+\frac{T+V_8}{\sqrt{(T+V_8)^2+8V_3^2}}\right]
$$

and $n$ with weight $1-w$; B contains $B_+$ and $p$ in the same proportions. The level $E_v$ is the top valence level at X.

Now move away from X. The kinetic energy acquires the common term $\hbar^2k^2/2m$ and a term $\hbar^2\mathbf G\cdot\mathbf k/m$, where $\mathbf G$ is the wave vector of each wave at X. The latter has opposite signs for $a$ and $a'$, so it couples $A_-$ to $A_+$ with strength $\hbar^2g(k_x+k_y)/m$. Likewise it couples $B_+$ to $B_-$ with strength $\hbar^2g(k_x-k_y)/m$. Since $\hbar^2g^2/m=2T$, second-order perturbation theory at $k_z=0$ gives

$$
E_{A,B}=E_c+\frac{\hbar^2k_\perp^2}{2m}+\frac{2Tw}{E_c-E_v}\,\frac{\hbar^2}{m}\left(k_\perp^2\pm2k_xk_y\right),
$$

with $k_\perp^2=k_x^2+k_y^2$ and the upper sign for A. This has the form $\hbar^2k_\perp^2/2m_t\pm\hbar^2k_xk_y/M$, with

$$
\frac1M=\frac{4Tw}{m(E_c-E_v)},\qquad \frac1{m_t}=\frac1m+\frac1M .
$$

State A is therefore light along [110] and has the free mass along $[1\bar10]$; B is the reverse. With $T=5.10$ eV, $w=0.781$ and $E_c-E_v=3.78$ eV, the first formula gives $m/M=4(5.10)(0.781)/3.78=4.21$.

A shear strain changes the lengths of the same waves. Let $\varepsilon=\varepsilon_{xy}$ be the tensor component, half the engineering shear. Reciprocal vectors transform with the inverse of $1+\boldsymbol\varepsilon$, so to first order the kinetic energy of $\pm(1,1,0)$ becomes $2T(1-2\varepsilon)$ and that of $\pm(1,-1,0)$ becomes $2T(1+2\varepsilon)$. State A moves by $-4Tw\varepsilon$ and B by $+4Tw\varepsilon$. Writing the shifts as $\mp D\varepsilon$, the kinetic part of the deformation potential is $4Tw=15.9$ eV. The potential also changes, through the altered lengths and the relative displacement of the two sublattices; with the interpolated form factors and the internal displacement parameter specified below, this brings the six-wave value to $D=14.8$ eV, a figure that depends on both choices. Tension along [110], for which $\varepsilon>0$, thus lowers the state that is light along [110].

Waves outside this set alter the coefficients, but symmetry preserves the form of the leading terms. Inversion about the bond centre changes the sign of A and leaves B unchanged. The matrix element between them must therefore be odd in $\mathbf k$, which excludes strain acting alone, and the diagonal elements must be even in $\mathbf k$. A twofold rotation about the $z$ axis through an atom leaves both states unchanged, so among the linear terms $k_x$ and $k_y$ drop out and $k_z$ remains. Inversion combined with time reversal leaves both basis states and $\mathbf k$ unchanged, which makes the matrix real.

A twofold rotation about the $x$ axis through an atom exchanges A and B, apart from a phase. It also reverses $k_y$, $k_z$ and $\varepsilon_{xy}$. The energy difference between A and B must change sign under it, so $k_xk_y$ and $\varepsilon_{xy}$ may appear, while $k_x^2-k_y^2$ and normal strains may not. Their mean energy must keep its sign, and so has no term linear in $\varepsilon_{xy}$. A reflection that exchanges $x$ and $y$ leaves both states unchanged, so $k_x^2$ and $k_y^2$ enter the mean energy equally.

Measured from the doublet at X, the Hamiltonian in the basis (A, B) is, to leading order,

$$
H=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2k_\perp^2}{2m_t}+\frac{\hbar^2k_0k_z}{m_l}\sigma_x-W\sigma_z,\qquad
W=D\varepsilon-\frac{\hbar^2k_xk_y}{M}.
$$

The coefficient of $\sigma_x$ is a choice of parameters. Without strain and at $k_\perp=0$ the lower band is $\hbar^2k_z^2/2m_l-\hbar^2k_0|k_z|/m_l$, with minima at $|k_z|=k_0$ and curvature $\hbar^2/m_l$. Thus $k_0$ and $m_l$ are the unstrained valley's own position and longitudinal mass. The two bands are separated there by

$$
\Delta=\frac{2\hbar^2k_0^2}{m_l}.
$$

The two Pauli matrices anticommute, so the square of the last two terms of $H$ is a number, $S^2$, and the lower band is

$$
E=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2k_\perp^2}{2m_t}-S,\qquad
S=\sqrt{\left(\frac{\hbar^2k_0k_z}{m_l}\right)^2+W^2}.
$$

At $k_\perp=0$ set $q=k_z/k_0$ and $\kappa=2D\varepsilon/\Delta$. Because $\hbar^2k_0^2/m_l=\Delta/2$,

$$
E=\frac\Delta4\left[q^2-2\sqrt{q^2+\kappa^2}\right],\qquad
\frac{dE}{dq}=\frac{\Delta q}{2}\left[1-\frac1{\sqrt{q^2+\kappa^2}}\right].
$$

For $|\kappa|<1$ the bracket in the derivative vanishes at $q^2=1-\kappa^2$. There the square root equals 1 and the energy is $-\Delta(1+\kappa^2)/4$, compared with $-\Delta/4$ without strain. The valley position and shift are

$$
|k_z|=k_0\sqrt{1-\kappa^2},\qquad
\delta E=-\frac{\Delta\kappa^2}{4}=-\frac{(D\varepsilon)^2}{\Delta}.
$$

Both changes are quadratic in small shear. The second derivative,

$$
\frac{d^2E}{dq^2}=\frac\Delta2\left[1-\frac{\kappa^2}{(q^2+\kappa^2)^{3/2}}\right],
$$

equals $(\Delta/2)(1-\kappa^2)$ at the minimum. The longitudinal mass is therefore $m_l/(1-\kappa^2)$.

For the transverse masses, note that $\partial E/\partial W=-W/S$ at fixed kinetic terms. At the minimum $S=\Delta/2$ and $W=\kappa\Delta/2$, so this derivative is $-\kappa$. The change of $W$ is $-\hbar^2k_xk_y/M$, already second order in $k_\perp$; its product with a displacement in $k_z$ is third order and does not affect the masses. Hence, at the valley's $k_z$,

$$
E=E_{\min}+\frac{\hbar^2k_\perp^2}{2m_t}+\kappa\frac{\hbar^2k_xk_y}{M}+\dots
$$

With $k_1$ along [110] and $k_2$ along $[1\bar10]$, $k_x=(k_1+k_2)/\sqrt2$ and $k_y=(k_1-k_2)/\sqrt2$. Then $k_xk_y=(k_1^2-k_2^2)/2$, and

$$
\frac1{m_{[110]}}=\frac1{m_t}+\frac\kappa M,\qquad
\frac1{m_{[1\bar10]}}=\frac1{m_t}-\frac\kappa M .
$$

The result has a direct meaning. In the lower band the weight of A minus that of B is $W/S$, which is $\kappa$ at the minimum. Without strain the valley state is an equal mixture and its transverse mass is isotropic. Shear unbalances the mixture, and each inverse mass is the weighted mean of those of A and B. The small denominator is $\Delta$, about half an electronvolt, so the strain is multiplied by $2D/\Delta\approx56$. Compression reverses $\kappa$ and exchanges the two transverse masses, but leaves the energy shift and the longitudinal mass as they were.

No lower minimum lies at finite $k_\perp$ if $M>m_t$. Since $|\partial S/\partial W|\le1$ and $|k_xk_y|\le k_\perp^2/2$, the energy gained through $W$ is at most $\hbar^2k_\perp^2/2M$, less than the cost $\hbar^2k_\perp^2/2m_t$.

The point $q=0$ is a maximum along $k_z$ as long as $|\kappa|<1$. It separates the valley from its partner on the other side of X by a barrier

$$
-\frac{\Delta|\kappa|}2+\frac{\Delta(1+\kappa^2)}4=\frac\Delta4(1-|\kappa|)^2 .
$$

At $|\kappa|=1$ the two minima merge. There $E\approx(\Delta/4)(-2+q^4/4)$, so the quadratic term is absent and the longitudinal mass is infinite. For $|\kappa|>1$ the minimum stays at X, the shift is $\Delta(1-2|\kappa|)/4$, and the longitudinal mass is $m_l/(1-1/|\kappa|)$. The state is then purely A or B, $W/S$ is the sign of $\kappa$, and the transverse masses stop changing. With $1/M=1/m_t-1/m$ and $m_t=0.19\,m$ they saturate at $0.105\,m$ and $m$.

These expressions were tested against numerical minimization and differentiation of the $2\times2$ matrix at $\kappa=0.263$, $-0.5$, $0.8$, $1.4$ and $-2$. The inverse masses agreed to better than $0.003/m$.

For the example take rough typical silicon parameters: $m_l=0.92\,m$, $m_t=0.19\,m$, $k_0=1.736$ nm$^{-1}$, $D=14$ eV and $m/M=1/0.19-1=4.263$. They give $\Delta=0.499$ eV. Tension $\sigma$ along [110] has $\sigma_{xy}=\sigma/2=2C_{44}\varepsilon$, so with $C_{44}=80$ GPa

$$
\varepsilon=\frac{\sigma}{4C_{44}}=\frac{1.5}{320}=0.469\,\%,\qquad
\kappa=\frac{2(65.6\ \text{meV})}{499\ \text{meV}}=0.263 .
$$

The valley moves to $0.965\,k_0$ and its energy changes by $-(65.6)^2/499=-8.6$ meV. The inverse transverse masses are $5.263\pm0.263(4.263)=6.384$ and $4.142$ in units of $1/m$, hence 0.157 and 0.241 free masses. The longitudinal mass rises by 7 % to 0.99. The other four valleys would need $\varepsilon_{yz}$ or $\varepsilon_{xz}$ for the same effect, and both vanish under this stress.

A larger plane-wave calculation shows what the two-band reduction costs. It uses 92 waves, a local pseudopotential with $V_3,V_8,V_{11}=-0.224,\ 0.055,\ 0.072$ Ry, interpolated between these values, $-0.6$ Ry at $n=0$ and zero for $n\ge16$, and the same shear with an internal displacement parameter of 0.53. It is itself a model, without self-consistency, and its $D\approx13$ eV depends on the interpolation, as do the strained masses and the energy shift that follow from it. Its transverse mass of 0.195 splits into 0.169 and 0.235, changes of −14 % and +20 %. Half the difference of the inverse masses is $0.83/m$, against $0.95/m$ from the two-band formula with this crystal's own parameters. The energy shifts are −6.9 and −7.5 meV respectively. The sign and size of the effect thus survive, but the second digit of the mass change does not. The relation $1/M=1/m_t-1/m$ is also approximate: at X this crystal has $m/M=3.97$ and $m/m_t-1=3.79$.

Temperature matters because electrons do not all sit at the minimum. Define a mean mass by the Boltzmann average of the inverse mass, $\langle\partial^2E/\partial k_i^2\rangle/\hbar^2$. At 300 K the two-band model gives 0.207 without strain, and 0.155 along [110] and 0.296 along $[1\bar10]$ with it. The first strained value is almost that of the band bottom; the second is 23 % above it.

Two leading corrections are at work. Expanding $-S$ to second order in the change of $W$ gives a negative term proportional to $(k_1^2-k_2^2)^2$. Its curvature is proportional to $-(3k_1^2-k_2^2)$ along [110] and to $-(3k_2^2-k_1^2)$ along $[1\bar10]$. Near the band bottom the thermal mean of each $k_i^2$ is proportional to the mass along that axis, and three times either mass exceeds the other, so both directions become heavier. Thermal spread in $k_z$ raises the mean of $W/S$, because $1/\sqrt{q^2+\kappa^2}$ is convex near the minimum and the band is softer towards X. This makes [110] lighter and $[1\bar10]$ heavier. The corrections add along $[1\bar10]$. Along [110] they oppose each other, and the small remainder at 300 K, including its sign, depends on higher orders in $k_BT/\Delta$ that this argument leaves out; such orders also supply part of the rise along $[1\bar10]$. At 400 K the means are 0.156 and 0.314.

The masses above include the effect of the shear alone. The accompanying normal strains matter for the valley energies: with a rough deformation potential of 9 eV they lower the [001] pair by 66 meV relative to the other four valleys. Together with the shear shift this makes 75 meV. In bulk silicon, a parabolic Boltzmann estimate then puts about 90 % of the electrons in that pair at 300 K, against one third without strain. In a transistor channel on a (001) surface the unstrained share is already larger, because confinement favours the valleys with the larger mass normal to the surface; strain then has fewer electrons left to transfer. At a fixed relaxation time, the pair's bulk conductivity per electron along [110] rises by a factor $0.207/0.155\approx1.33$; real scattering rates change as well.

A channel can also break the assumption of a bulk, nondegenerate electron gas. The walls of a thin film mix different $k_z$, which is then no longer a good label. For a thickness of 3 nm the hard-wall confinement energy with the unstrained $m_l$ is 45 meV, comparable with the 68 meV barrier at X, so treating one valley as an isolated parabola along $k_z$ becomes unreliable. A sheet density of $10^{13}$ cm$^{-2}$ in the pair's lowest subband gives a Fermi energy of roughly 60 meV, above $k_BT=26$ meV. The resulting mass corrections require a subband calculation and are not contained in the thermal figures above. The merging of the valleys lies further off: linear extrapolation puts it at 1.8 % shear and 5.7 GPa, well above the example's stress, where terms of higher order in strain may no longer be small. The remaining values are in the numerical output.

## Computed values

```
inputs: a = 0.543 nm, ml = 0.92, mt = 0.19 (free masses)
inputs: D = 14.0 eV, Xi_u = 9.0 eV, stress = 1.5 GPa
inputs: C11, C12, C44 = 166.0, 64.0, 80.0 GPa
k0 = 1.7357 1/nm; 1/M = 4.263 (1/free mass)
gap at k0 = 0.4990 eV
strain exx = 0.4152 %, ezz = -0.3201 %
tensor shear exy = 0.4687 %
D*exy = 65.62 meV; splitting at X = 131.25 meV
kappa = 0.2630
valley |kz| = 1.6746 1/nm = 0.9648 k0
valley energy shift = -8.630 meV
mass [110] = 0.1566, change -17.6 %
mass [1-10] = 0.2414, change 27.1 %
mass [001] = 0.9884, change 7.4 %
merging: exy = 1.782 %, stress = 5.70 GPa
-- thermal mean masses (1/<1/m>), free masses --
no strain 300 K: 0.2067
strained 300 K: [110] 0.1554, [1-10] 0.2958
strained 400 K: [110] 0.1556, [1-10] 0.3138
-- neglected effects --
kT at 300 K = 25.85 meV; barrier at X = 67.8 meV
normal-strain valley splitting = 66.2 meV
total splitting, z pair below others = 74.8 meV
share of electrons in z pair, 300 K = 0.905 (unstrained 0.333)
3 nm hard-wall confinement energy = 45.4 meV
2D Fermi energy, 1e13 cm^-2, z pair, 0 K = 61.6 meV
-- six plane waves --
V3, V8, V11 = -0.224, 0.055, 0.072 Ry
T = 5.101 eV, weight w = 0.781, Ec-Ev at X = 3.781 eV
1/mt = 5.213, 1/M = 4.213 (1/free mass)
D = 14.80 eV; kinetic part 4Tw = 15.93 eV
-- converged crystal, 92 plane waves, same exy --
internal displacement parameter = 0.53
k0 = 0.1494 (2pi/a), gap at k0 = 0.5280 eV
D = 13.45 eV, kappa = 0.2387
at X: 1/mt = 4.791, 1/M = 3.970 (1/free mass)
mt = 0.1954; strained [110] 0.1689, [1-10] 0.2352
half difference of 1/m: crystal 0.834, model 0.948
shift: crystal -6.90, model -7.52 meV
move: crystal -0.00495, model -0.00432 (2pi/a)
```
